# Inertial speed scale of thermocapillary flow on a melt surface: a program that tests the result

```python
"""Inertial thermocapillary speed scale on a nonuniformly heated melt surface.

Result under test: surface speed = C * U, with
    U = [(gamma_T * Delta_T)^2 / (rho * eta * L)]^(1/3),
    delta = sqrt(eta * L / (rho * U)),   C of order one.
gamma_T: size of d(surface tension)/dT; Delta_T: surface temperature drop;
rho: density; eta: viscosity; L: heated length; x: hot to cold; z: depth.
A = rho*gamma_T*Delta_T*L/eta^2 is the dimensionless drive.
SI units are used inside the program; printed units are stated.
"""
import numpy as np
import sympy as sp
import scipy.sparse as sparse
from scipy.constants import g
from scipy.integrate import cumulative_trapezoid, solve_bvp, trapezoid
from scipy.linalg import solve_banded
from scipy.sparse.linalg import spsolve

# Rough typical properties of molten silicon and a small pool
gamma_T, Delta_T = 2.0e-4, 5.0
rho, eta, L = 2530.0, 7.0e-4, 5.0e-3
sigma, alpha, expansion = 0.73, 2.0e-5, 1.4e-4
drive = gamma_T * Delta_T
nu = eta / rho
U = (drive**2 / (rho * eta * L))**(1 / 3)
delta = np.sqrt(nu * L / U)
A = rho * drive * L / eta**2


def check_exact_solution():
    """Full Navier-Stokes check for a quadratic surface temperature."""
    x, z = sp.symbols("x z", real=True)
    r, e, length, force = sp.symbols("r e length force", positive=True)
    speed = (force**2 / (r * e * length))**sp.Rational(1, 3)
    b = sp.Integer(4)**sp.Rational(1, 3) * speed / length
    d = sp.sqrt(e / (r * b))
    u = b * x * sp.exp(-z / d)
    w = -b * d * (1 - sp.exp(-z / d))
    x_balance = (u * sp.diff(u, x) + w * sp.diff(u, z)
                 - e / r * (sp.diff(u, x, 2) + sp.diff(u, z, 2)))
    z_balance = (u * sp.diff(w, x) + w * sp.diff(w, z)
                 - e / r * (sp.diff(w, x, 2) + sp.diff(w, z, 2)))
    temperature_part = -force * (x / length)**2
    stress_error = (-e * sp.diff(u, z).subs(z, 0)
                    + sp.diff(temperature_part, x))
    values = {x: 0.7, z: 0.4, r: 1.3, e: 0.6, length: 2.1, force: 1.7}
    # With zero x-balance, pressure may depend on z alone.
    for expression in (sp.diff(u, x) + sp.diff(w, z), x_balance,
                       sp.diff(z_balance, x), stress_error):
        assert abs(float(sp.N(expression.subs(values)))) < 1e-11


def uniform_gradient_coefficient():
    """Similarity boundary-value problem for constant surface stress."""
    s = np.linspace(0, 14, 300)
    guess = np.array([1 - np.exp(-s), np.exp(-s), -np.exp(-s)])

    def equations(_, y):
        return np.array([y[1], y[2], y[1]**2 / 3 - 2 * y[0] * y[2] / 3])

    def ends(left, right):
        return np.array([left[0], left[2] + 1, right[1]])

    answer = solve_bvp(equations, ends, s, guess, tol=1e-7, max_nodes=20000)
    assert answer.success
    fine = np.linspace(0, 14, 6001)
    momentum = trapezoid(answer.sol(fine)[1]**2, fine)
    assert abs(momentum - 1) < 1e-3
    return answer.y[1, 0], momentum


def march(shape, force=drive, density=rho, viscosity=eta, length=L):
    """March the thin-layer equations from x=0; return x/L, speed, flux."""
    kin = viscosity / density
    n_x = 150
    z = np.linspace(0, 2.5e-3, 401)
    h, dx = z[1], length / n_x
    previous = np.zeros_like(z)
    speeds = [0.0]
    for step in range(1, n_x + 1):
        shear = force / length * shape(step / n_x) / viscosity
        if step == 1:
            # Starting iterate only; convergence is to the discrete equation.
            rate = (shear * np.sqrt(kin) / dx)**(2 / 3)
            u = rate * dx * np.exp(-z * np.sqrt(rate / kin))
        else:
            u = previous.copy()
        for _ in range(200):
            carry = np.maximum(u, 0) / dx
            w = -cumulative_trapezoid((u - previous) / dx, z, initial=0)
            lower = -kin / h**2 - w / (2 * h)
            upper = -kin / h**2 + w / (2 * h)
            diagonal = 2 * kin / h**2 + carry
            right = carry * previous
            upper[0] = -2 * kin / h**2
            right[0] += 2 * kin * shear / h
            lower[-1], diagonal[-1], right[-1] = 0, 1, 0
            bands = np.zeros((3, len(z)))
            bands[0, 1:], bands[1], bands[2, :-1] = (
                upper[:-1], diagonal, lower[1:])
            new = solve_banded((1, 1), bands, right)
            change = np.max(np.abs(new - u))
            u = 0.5 * (u + new)
            if change < 1e-7 * np.max(np.abs(new)):
                break
        else:
            raise RuntimeError("thin-layer iteration did not converge")
        previous = u
        speeds.append(u[0])
    return np.linspace(0, 1, n_x + 1), np.array(speeds), trapezoid(u, z)


def half_cosine_stress(position):
    """Stress shape for T falling as half a cosine; its mean is one."""
    return np.pi / 2 * np.sin(np.pi * position)


def closed_pool(n, drives):
    """Steady full flow in a square pool; speeds are in units nu/L."""
    m = n + 1
    s = (1 - np.cos(np.pi * np.arange(m) / n)) / 2
    first, second = sparse.lil_matrix((m, m)), sparse.lil_matrix((m, m))
    for i in range(1, n):
        a, b = s[i] - s[i - 1], s[i + 1] - s[i]
        first[i, i - 1] = -b / (a * (a + b))
        first[i, i] = (b - a) / (a * b)
        first[i, i + 1] = a / (b * (a + b))
        second[i, i - 1] = 2 / (a * (a + b))
        second[i, i] = -2 / (a * b)
        second[i, i + 1] = 2 / (b * (a + b))
    one = sparse.identity(m)
    Dx = sparse.kron(first, one).tocsr()
    Dy = sparse.kron(one, first).tocsr()
    lap = (sparse.kron(second, one) + sparse.kron(one, second)).tocsr()
    inside = np.zeros((m, m))
    inside[1:-1, 1:-1] = 1
    P = sparse.diags(inside.ravel())
    B = sparse.diags(1 - inside.ravel())
    wall = sparse.lil_matrix((m * m, m * m))
    h = s[1]
    for k in range(1, n):
        wall[k, m + k] = 2 / h**2
        wall[n * m + k, (n - 1) * m + k] = 2 / h**2
        wall[k * m, k * m + 1] = 2 / h**2
    wall = wall.tocsr()
    top_shape = np.zeros((m, m))
    top_shape[1:-1, -1] = half_cosine_stress(s[1:-1])
    top_shape = top_shape.ravel()
    q = np.zeros(2 * m * m)
    means, old_drive = [], None
    for strength in drives:
        if old_drive is not None:
            q *= (strength / old_drive)**(2 / 3)
        for _ in range(30):
            psi, vort = q[:m * m], q[m * m:]
            u, v = Dy @ psi, -(Dx @ psi)
            vx, vy = Dx @ vort, Dy @ vort
            residual = np.concatenate([
                P @ (lap @ psi + vort) + B @ psi,
                P @ (u * vx + v * vy - lap @ vort) + B @ vort
                + wall @ psi + strength * top_shape])
            transport = sparse.diags(u) @ Dx + sparse.diags(v) @ Dy - lap
            feedback = sparse.diags(vx) @ Dy - sparse.diags(vy) @ Dx
            jacobian = sparse.bmat([[P @ lap + B, P],
                                    [P @ feedback + wall,
                                     P @ transport + B]], format="csc")
            change = spsolve(jacobian, -residual)
            q += change
            if np.max(np.abs(change)) < 1e-8 * np.max(np.abs(q)):
                break
        else:
            raise RuntimeError("closed-pool iteration did not converge")
        psi = q[:m * m].reshape(m, m)
        surface = (h / 2 * strength * top_shape.reshape(m, m)[:, -1]
                   - psi[:, -2] / h)
        means.append(trapezoid(surface, s))
        old_drive = strength
    # Heat carried by this flow: fixed end temperatures, other sides insulated.
    psi = q[:m * m]
    heat = P @ (nu / alpha * (sparse.diags(Dy @ psi) @ Dx
                              - sparse.diags(Dx @ psi) @ Dy) - lap)
    edge = sparse.lil_matrix((m * m, m * m))
    source = np.zeros(m * m)
    for k in range(m):
        edge[k, k] = 1
        source[k] = 1
        edge[n * m + k, n * m + k] = 1
    for i in range(1, n):
        edge[i * m, i * m], edge[i * m, i * m + 1] = 1, -1
        edge[i * m + n, i * m + n], edge[i * m + n, i * m + n - 1] = 1, -1
    temperature = spsolve((heat + edge).tocsc(), source).reshape(m, m)
    gradient = -np.diff(temperature[:, -1]) / np.diff(s)
    return np.array(means), gradient.min(), gradient.max()


check_exact_solution()
C_uniform, momentum = uniform_gradient_coefficient()
C_quadratic = 4**(1 / 3)

_, linear_speed, linear_flux = march(lambda position: 2 * position)
march_quadratic = linear_speed[-1] / U
march_depth = linear_flux / linear_speed[-1]
assert abs(march_quadratic / C_quadratic - 1) < 0.01
assert abs(march_depth / (delta / 4**(1 / 6)) - 1) < 0.01

_, uniform_speed, _ = march(lambda position: 1.0)
march_uniform = uniform_speed[-1] / U
# First-order marching with 150 steps warrants a two-percent tolerance.
assert abs(march_uniform / C_uniform - 1) < 0.02

changes = [dict(force=2 * drive), dict(density=2 * rho),
           dict(viscosity=2 * eta), dict(length=2 * L)]
exponents = [np.log2(march(lambda position: 1.0, **change)[1][-1]
                     / uniform_speed[-1]) for change in changes]
assert np.allclose(exponents, [2 / 3, -1 / 3, -1 / 3, -1 / 3], atol=0.01)

position, cosine_speed, _ = march(half_cosine_stress)
open_mean = trapezoid(cosine_speed, position)
ladder = np.concatenate([[1.0, 2.0], A / 2.0**np.arange(8, -1, -1)])
coarse, _, _ = closed_pool(32, ladder)
pool, gradient_min, gradient_max = closed_pool(44, ladder)
weak_exponent = np.log2(pool[1] / pool[0])
strong_exponent = np.log(pool[-1] / pool[-3]) / np.log(4)
pool_mean = pool[-1] * nu / L
viscous_mean = pool[0] * A * nu / L
grid_change = abs(coarse[-1] / pool[-1] - 1)
assert abs(weak_exponent - 1) < 1e-3
assert 0.5 < strong_exponent
assert abs(strong_exponent - 2 / 3) < abs(strong_exponent - 1)
assert 0.3 < pool_mean / U < 2
assert grid_change < 0.05

buoyant_speed = np.sqrt(g * expansion * Delta_T * L)
surface_bend = rho * U**2 * L**2 / (8 * sigma)

print("INPUTS (rough molten-silicon values; chosen pool)")
print(f"gamma_T = {gamma_T*1e3:.2f} mN/(m K)")
print(f"surface temperature difference = {Delta_T:.1f} K")
print(f"density = {rho:.0f} kg/m3")
print(f"viscosity = {eta*1e3:.2f} mPa s")
print(f"length and pool depth = {L*1e3:.1f} mm")
print(f"surface tension = {sigma:.2f} N/m")
print(f"thermal diffusivity = {alpha*1e6:.1f} mm2/s")
print(f"thermal expansion = {expansion:.2e} 1/K")
print("SCALES")
print(f"kinematic viscosity = {nu*1e6:.4f} mm2/s")
print(f"mean surface stress = {drive/L:.3f} Pa")
print(f"speed scale U = {U*1e3:.2f} mm/s = {U*100:.3f} cm/s")
print(f"layer thickness delta = {delta*1e3:.4f} mm")
print(f"delta/L = {delta/L:.4f} (no unit)")
print(f"drive A = {A:.4e} (no unit)")
print(f"Reynolds number U L/nu = {U*L/nu:.1f} (no unit)")
print("OPEN DEEP LAYER")
print(f"C, quadratic temperature, exact = {C_quadratic:.4f} (no unit)")
print(f"C, quadratic temperature, march = {march_quadratic:.4f} (no unit)")
print(f"speed at x=L, quadratic = {C_quadratic*U*1e3:.2f} mm/s")
print(f"decay depth, exact = {delta/4**(1/6)*1e3:.4f} mm")
print(f"flux/surface speed, march = {march_depth*1e3:.4f} mm")
print(f"C, uniform gradient, similarity = {C_uniform:.4f} (no unit)")
print(f"C, uniform gradient, march = {march_uniform:.4f} (no unit)")
print(f"speed at x=L, uniform gradient = {C_uniform*U*1e3:.2f} mm/s")
print(f"integral of f'^2 = {momentum:.5f} (no unit)")
for name, value in zip(("gamma_T Delta_T", "density", "viscosity", "length"),
                       exponents):
    print(f"measured exponent of {name} = {value:.4f} (no unit)")
print("HALF-COSINE TEMPERATURE: OPEN LAYER AND CLOSED POOL")
print(f"mean surface speed, open layer = {open_mean*1e3:.2f} mm/s")
print(f"mean surface speed, closed pool = {pool_mean*1e3:.2f} mm/s")
print(f"closed-pool mean speed/U = {pool_mean/U:.4f} (no unit)")
print(f"closed/open mean speed = {pool_mean/open_mean:.4f} (no unit)")
print(f"weak-drive exponent, A=1 to 2 = {weak_exponent:.5f} (no unit)")
print(f"strong-drive exponent, A/4 to A = {strong_exponent:.4f} (no unit)")
print(f"weak-drive law extrapolated = {viscous_mean*1e3:.1f} mm/s")
print(f"change between two pool grids = {grid_change*100:.2f} %")
print("NEGLECTED EFFECTS")
print(f"buoyant speed scale = {buoyant_speed*1e3:.2f} mm/s")
print(f"buoyant speed/U = {buoyant_speed/U:.3f} (no unit)")
print(f"surface bending estimate = {surface_bend*1e3:.4f} mm")
print(f"heat-carrying ratio U delta/alpha = {U*delta/alpha:.3f} (no unit)")
print(f"smallest surface gradient/mean = {gradient_min:.3f} (no unit)")
print(f"largest surface gradient/mean = {gradient_max:.3f} (no unit)")
print("PASS")
```

It prints:

```
INPUTS (rough molten-silicon values; chosen pool)
gamma_T = 0.20 mN/(m K)
surface temperature difference = 5.0 K
density = 2530 kg/m3
viscosity = 0.70 mPa s
length and pool depth = 5.0 mm
surface tension = 0.73 N/m
thermal diffusivity = 20.0 mm2/s
thermal expansion = 1.40e-04 1/K
SCALES
kinematic viscosity = 0.2767 mm2/s
mean surface stress = 0.200 Pa
speed scale U = 48.34 mm/s = 4.834 cm/s
layer thickness delta = 0.1692 mm
delta/L = 0.0338 (no unit)
drive A = 2.5816e+04 (no unit)
Reynolds number U L/nu = 873.5 (no unit)
OPEN DEEP LAYER
C, quadratic temperature, exact = 1.5874 (no unit)
C, quadratic temperature, march = 1.5870 (no unit)
speed at x=L, quadratic = 76.73 mm/s
decay depth, exact = 0.1343 mm
flux/surface speed, march = 0.1343 mm
C, uniform gradient, similarity = 1.2962 (no unit)
C, uniform gradient, march = 1.2903 (no unit)
speed at x=L, uniform gradient = 62.65 mm/s
integral of f'^2 = 1.00000 (no unit)
measured exponent of gamma_T Delta_T = 0.6666 (no unit)
measured exponent of density = -0.3334 (no unit)
measured exponent of viscosity = -0.3333 (no unit)
measured exponent of length = -0.3333 (no unit)
HALF-COSINE TEMPERATURE: OPEN LAYER AND CLOSED POOL
mean surface speed, open layer = 46.41 mm/s
mean surface speed, closed pool = 45.54 mm/s
closed-pool mean speed/U = 0.9422 (no unit)
closed/open mean speed = 0.9813 (no unit)
weak-drive exponent, A=1 to 2 = 0.99999 (no unit)
strong-drive exponent, A/4 to A = 0.6819 (no unit)
weak-drive law extrapolated = 165.3 mm/s
change between two pool grids = 1.78 %
NEGLECTED EFFECTS
buoyant speed scale = 5.86 mm/s
buoyant speed/U = 0.121 (no unit)
surface bending estimate = 0.0253 mm
heat-carrying ratio U delta/alpha = 0.409 (no unit)
smallest surface gradient/mean = 0.589 (no unit)
largest surface gradient/mean = 2.864 (no unit)
PASS
```
